# Comment on Hole Warping and Mobility Direction on (001) Silicon

## The argument under comment

The argument concerns p-channel transistors on unstrained (001) silicon. It runs as follows. The heavy-hole band is strongly warped: in the plane of the surface its mass is $0.277\,m$ along [100] and $0.569\,m$ along [110]. Mobility is $e\tau/m^*$. A channel turned from [110] to [100] should therefore gain a factor $0.569/0.277=2.05$ in low-field mobility.

The two masses are correct at the edge of the bulk band; at energies comparable with the spin-orbit splitting the apparent mass along [110] is much larger. The question is whether a mass read along one line in $k$-space may be put into a mobility for current along that line. I take linear response, zero magnetic field and no stress, count hole energies $E$ as positive, and use $x=[100]$, $y=[010]$, with $z$ pointing into the silicon.

## Which symmetry is available

In the envelope-function description, the cubic band Hamiltonian with a smooth potential $V(z)$ is unchanged by a 90° rotation about $z$. I assume that the scatterers share this symmetry statistically.

The atomic surface does not. In the diamond lattice a 90° rotation about [001] restores the crystal only together with a shift of $a/4$ along $z$, $a$ being the lattice constant, and a surface forbids that shift. A flat terrace is thus twofold symmetric, its bonds selecting [110] or $[1\bar10]$, and a step of height $a/4$ exchanges the two. Fourfold symmetry of the surface must therefore be understood as that of the envelope model, or of a statistically fourfold mixture of both terrace types. The single terrace is treated below.

## What linear response permits

Write $j_i=\sigma_{ij}F_j$ with field $F$, and let

$$\sigma=\begin{pmatrix}a_1&b_1\\c_1&d_1\end{pmatrix},\qquad R=\begin{pmatrix}0&-1\\1&0\end{pmatrix}.$$

Rotating both current and field turns $\sigma$ into $R\sigma R^T$. Multiplying out,

$$R\sigma=\begin{pmatrix}-c_1&-d_1\\a_1&b_1\end{pmatrix},\qquad R\sigma R^T=\begin{pmatrix}d_1&-c_1\\-b_1&a_1\end{pmatrix}.$$

Symmetry demands $R\sigma R^T=\sigma$, so $d_1=a_1$ and $c_1=-b_1$. At zero magnetic field Onsager reciprocity adds $c_1=b_1$, hence $b_1=c_1=0$ and

$$\sigma_{ij}=\sigma\,\delta_{ij}.$$

For any unit vector $n=(\cos\theta,\sin\theta)$ the conductivity is $n\cdot\sigma\cdot n=\sigma$. The factor 2.05 is thus excluded before any band is calculated.

A twofold rotation has $R=-1$, and $R\sigma R^T=\sigma$ then holds for every $\sigma$. If mirrors through [110] and $[1\bar10]$ remain, exchanging $x$ and $y$ gives $a_1=d_1$ and $b_1=c_1$, so

$$\sigma(\theta)=a_1+b_1\sin2\theta .$$

This form governs the single terrace and stress along [110].

## Where the directional mass misleads

**The bulk section.** At $k_z=0$ the four-band Hamiltonian, valid for energies well below the spin-orbit splitting, separates into $2\times2$ blocks. In units of $\hbar^2/2m$ each has diagonal elements $\gamma_1k^2\pm\gamma_2k^2$ and an off-diagonal element of squared modulus

$$3\left[\gamma_2^2(k_x^2-k_y^2)^2+4\gamma_3^2k_x^2k_y^2\right]
=3\gamma_2^2k^4+12(\gamma_3^2-\gamma_2^2)k_x^2k_y^2,$$

because $(k_x^2-k_y^2)^2=k^4-4k_x^2k_y^2$. Adding $\gamma_2^2k^4$ and taking the root with the lower hole energy gives

$$E=\frac{\hbar^2k^2}{2m}g(\phi),\qquad
g=\gamma_1-2\sqrt{\gamma_2^2+3(\gamma_3^2-\gamma_2^2)\sin^2\phi\cos^2\phi}.$$

With the rough silicon values $\gamma_1=4.285$, $\gamma_2=0.339$, $\gamma_3=1.446$, one finds $g(0)=3.607$ and $g(45^\circ)=1.758$. Their inverses are the two masses quoted.

**The mobility.** For a constant relaxation time the linearized Boltzmann equation reads $eF\cdot v\,f_0'(E)=-\delta f/\tau$, with $v=\nabla_kE/\hbar$. Thus $\delta f=e\tau F\cdot v(-f_0')$. Inserting this in $j=(e/A)\sum v\,\delta f$ and dividing by $ep$, where $p$ is the hole density and $A$ the area, gives

$$\mu_{ij}=\frac{e\tau}{\hbar^2pA}\sum\frac{\partial E}{\partial k_i}\frac{\partial E}{\partial k_j}\,(-f_0')
=\frac{e\tau}{\hbar^2pA}\sum f_0\,\frac{\partial^2E}{\partial k_i\partial k_j}.$$

Sums run over $k$, subbands and spin. The second form, for smooth subbands, follows from $f_0'\,\partial_iE=\partial_if_0$ and one integration by parts. Mobility along $n$ thus contains the curvature along $n$ averaged over all occupied states, including those whose $k$ points elsewhere. The argument under comment keeps just the states on the line $k\parallel n$.

The cancellation can be followed in the bulk section, used as a two-dimensional band. The gradient has radial part $(\hbar^2/m)kg$ and angular part $(\hbar^2/2m)kg'$, so with $\alpha=\phi-\theta$

$$v\cdot n=\frac{\hbar k}{m}\left[g\cos\alpha-\tfrac12g'\sin\alpha\right],$$

$$(v\cdot n)^2=\frac{\hbar^2k^2}{2m^2}\left[g^2+\tfrac14g'^2+\left(g^2-\tfrac14g'^2\right)\cos2\alpha-gg'\sin2\alpha\right].$$

At fixed energy, $k^2$ and the density of states depend on $\phi$ through $1/g$. Every coefficient therefore has period 90° and contains only the harmonics $0,4,8,\dots$ of $\phi$. The terms in $\cos2\alpha$ and $\sin2\alpha$ are second harmonics, and their integrals vanish. What remains does not contain $\theta$. Warping changes the size of the mobility without giving it a direction.

## Does a direction-dependent lifetime rescue the claim?

One might object that $\tau$ itself varies around a warped contour. For elastic scattering at symmetric rate $W(k,k')=W(k',k)$, write $\delta f=eF\cdot\lambda(-f_0')$. Since $f_0'$ is the same before and after the collision, it cancels, and the Boltzmann equation becomes

$$v(k)=\sum_{k'}W(k,k')\left[\lambda(k)-\lambda(k')\right],\qquad
\sigma_{ij}=\frac{e^2}{A}\sum_kv_i\lambda_j(-f_0').$$

If $W(Rk,Rk')=W(k,k')$, then $\lambda(Rk)=R\lambda(k)$ solves the equation because $v(Rk)=Rv(k)$. Hence again $R\sigma R^T=\sigma$. Inserting the equation for $v_i$ and averaging the double sum with its copy in which $k$ and $k'$ are exchanged gives

$$\sigma_{ij}=\frac{e^2}{2A}\sum_{k,k'}W\,(\lambda_i-\lambda_i')(\lambda_j-\lambda_j')(-f_0'),$$

which is symmetric in $i,j$, as reciprocity requires.

I solved this equation on a model contour, the four-band heavy-hole section above taken at energy $k_BT$, 300 K, without spin overlaps, for $W\propto\exp[-(\ell_x^2q_x^2+\ell_y^2q_y^2)/4]$ with $q=k-k'$. For $\ell_x=\ell_y=1.5$ nm the lifetime $\lambda\cdot v/v^2$ varies around the contour by a factor 1.22, yet $\sigma_{xx}/\sigma_{yy}-1$ is zero to rounding error. For $\ell_x=2$ nm and $\ell_y=1$ nm it is 0.30. At this energy, more than half the spin-orbit splitting, the four-band form is no longer accurate for silicon. The six-band contour is more strongly warped: the lifetime factor becomes 2.5 and the split from twofold roughness 0.26, while the split for $\ell_x=\ell_y$ remains zero. Direction dependence of the lifetime is harmless; twofold roughness is not.

## Holes in the inversion layer

**The model.** Confinement mixes the valence bands, so the bulk section is not the band of the device. In the orbital basis $X,Y,Z$ the hole Hamiltonian has diagonal elements such as

$$H_{XX}=\frac{\hbar^2}{2m}\left[Lk_x^2+M(k_y^2+k_z^2)\right]+eF_zz,\qquad H_{XY}=\frac{\hbar^2}{2m}Nk_xk_y,$$

and cyclic permutations of the kinetic terms, with $L=\gamma_1+4\gamma_2$, $M=\gamma_1-2\gamma_2$, $N=6\gamma_3$ and $k_z=-i\,\partial/\partial z$. Spin-orbit coupling adds a splitting of 44 meV, and a hard wall stands at $z=0$.

The hole density is $5\times10^{12}$ cm$^{-2}$ and the depletion density $1.6\times10^{12}$ cm$^{-2}$. I replace the true potential by a uniform field from the depletion charge plus one third of the holes, together $3.27\times10^{12}$ cm$^{-2}$. With dielectric constant $\kappa=11.7$ and $e^2=1.44$ eV nm,

$$eF_z=\frac{4\pi e^2}{\kappa}(0.03267\ \mathrm{nm^{-2}})=0.0505\ \mathrm{eV/nm},$$

or 0.505 MV/cm. The relaxation time is set to 20 fs.

**Warping in the well.** The lowest pair lies at 164.9 meV, in agreement with the Airy level for mass $m/M$, and the next pair is 13.9 meV higher. Because the lowest pair is isolated at $k=0$, its mean energy is analytic there. Its quadratic form obeys the same algebra as $\sigma$ and must be isotropic:

$$E=E_0+\frac{\hbar^2k^2}{2m_0}+\beta k^4+\zeta k_x^2k_y^2+\dots$$

Warping begins at fourth order. In the bulk the bands touch at $k=0$, analyticity fails, and the directional masses differ down to the band edge. In the well the zone-centre mass is $m_0=0.34\,m$ along both [100] and [110].

Away from the centre warping is strong. At $k=0.8$ nm$^{-1}$ the apparent mass $\hbar^2k^2/2(E-E_0)$ is $0.84\,m$ along [100] and $1.47\,m$ along [110]; basis functions adapted to the half-line give 0.85 and 1.48. Since $\hbar^2k^2/2m=24.4$ meV there, the energies above $E_0$ are 29 and 17 meV, comparable with $k_BT=25.9$ meV. Thermally occupied states are warped, so the example does not become isotropic for want of warping.

**The result.** The computed mobility is 48.6 cm²/Vs along [100], [010], [110] and $[1\bar10]$. With $e\tau/m=35.2$ cm²/Vs this corresponds to a mean conductivity mass of $35.2/48.6=0.72\,m$. The relative differences are below $10^{-4}$ for 202 directions in $k$-space, and about $2\times10^{-4}$ in a run with a larger basis, a wider computational box and 182 directions. That run moves the mobility itself by 0.3 %.

This shift does not measure the whole numerical error. The sums over $k$ stop at 2.4 nm$^{-1}$, and at 2.5 nm$^{-1}$ in the larger run. At large $k$ along [110] the lowest subband lies above $E_0$ by about $(\hbar^2k^2/2m)(L+M-N)/2$ plus one third of the spin-orbit splitting. At 2.4 nm$^{-1}$ this is $63+15=78$ meV, only $3k_BT$. Extending the sums to 4.4 nm$^{-1}$ raises the mobility by about 4 %. The basis, sine functions in a box, errs the other way: functions adapted to the half-line lower the mobility by about 2 %. With both changes it is about 50 cm²/Vs, 2 to 3 % above the value quoted; the remaining dependence on basis and mesh is just under 1 %. The cutoff is circular, so it does not affect the isotropy. These shifts concern convergence within the six-band model, which is an expansion about the zone centre. Its coefficient $(L+M-N)/2=0.29$ is a small difference of large parameters. A local pseudopotential band without spin-orbit coupling gives 0.38 near the centre, about 10 % more at 2.4 nm$^{-1}$ and about 30 % more at 4.4 nm$^{-1}$. The size of the mobility carries this further uncertainty; its isotropy does not.

Neither set of directions has fourfold symmetry, so the mesh does not impose the result. It can spoil it: with 50 directions a false split of 0.35 % appears between [110] and $[1\bar10]$. A sum over 50 equally spaced angles cannot distinguish harmonic 48 or 52 from harmonic 2, and a warped band contains both. With 202 directions the first such harmonics are 200 and 204, and the split falls away. A small computed anisotropy should be tested in this way before it is interpreted.

## Where direction does matter

**High field.** For constant $\tau$ the steady distribution is a sum of displaced equilibrium distributions, weighted by the probability $e^{-s}ds$ of a free flight of length $s\tau$. With $q=eF\tau/\hbar$ and $\partial_n=n\cdot\nabla_k$,

$$\langle v\cdot n\rangle=\frac1\hbar\int_0^\infty ds\,e^{-s}\left\langle\partial_nE(k+qsn)\right\rangle
=\frac1\hbar\left[q\langle\partial_n^2E\rangle+q^3\langle\partial_n^4E\rangle+\dots\right].$$

Here $\int_0^\infty e^{-s}s^r\,ds=r!$ cancels the Taylor factorials, and odd derivatives average to zero because $E(-k)=E(k)$. The first term is a second-rank tensor. The second is of fourth rank, and fourfold symmetry allows it to vary as $\cos4\theta$.

In the dimensionless band $E=k^2+0.1k^4-0.2k_x^2k_y^2$ with $k_BT=1$, $\partial_n^4E=24(0.1-0.05\sin^22\theta)$. The [110] drift is then lower than the [100] drift by $1.2q^3$. The relative difference is $5\times10^{-5}$ at $q=0.01$ and 4 % at $q=0.3$.

In the inversion layer the rms speed is $1.15\times10^7$ cm/s and the mean free path 2.3 nm. A hole gains $k_BT$ per free path at a lateral field of about 110 kV/cm. Linear response requires fields well below this.

**Ballistic channels.** Without scattering, the source contact fills the states with $v\cdot n>0$. At small bias the conductance per width $w$ is

$$\frac{G}{w}=\frac{e^2}{A}\sum_{v\cdot n>0}v\cdot n\,(-f_0')=\frac{e^2}{2A}\sum|v\cdot n|\,(-f_0').$$

The modulus is not a tensor component. With $\psi$ the direction of $v$, $|\cos(\psi-\theta)|$ contains a fourth harmonic, which warping can pick up. At the same Fermi level I obtain 9.38 mS/µm along [100] and 9.26 mS/µm along [110], a difference of 1.3 %, or 1.5 % in the larger-basis run. With the sums extended to 4.4 nm$^{-1}$ and a half-line basis the difference stays between 1 and 2 %, its exact size depending on the basis and the angular mesh. A short channel can thus depend on direction at low bias, though here far less than by a factor of two.

**Stress.** Uniaxial compression of 1 GPa along [110] produces the shear strain $\varepsilon_{xy}=-0.0126/4=-0.00315$. With the rough deformation potential $d=-4.85$ eV it adds $-\sqrt3\,d\,\varepsilon_{xy}=-26$ meV to $H_{XY}$ and so favours the orbital $(X+Y)/\sqrt2$. Without spin-orbit coupling or further mixing, the inverse mass of that orbital is $(L+M+N)/2m=8.96/m$ along [110] and $(L+M-N)/2m=0.29/m$ along $[1\bar10]$.

In the full six-band calculation, with density, well field and $\tau$ held fixed, the mobilities become about 120 cm²/Vs along [110] and 25 cm²/Vs along $[1\bar10]$. Extending the sums to 4.4 nm$^{-1}$ raises them by about 3 % and 6 %; with a half-line basis as well they are about 123 and 26 cm²/Vs, a ratio of 4.7. Here channel direction matters greatly, because the symmetry has been lowered.

**One atomic terrace.** I represent the bonds by an $X$–$Y$ coupling $t(\hbar^2/ma)\,\delta(z-a/4)$ with $a=0.543$ nm. It is placed one atomic layer inside because the envelope vanishes at the hard wall. The strength $t=\pm1$ is an assumption of order of magnitude. The relative split between [110] and $[1\bar10]$ is then between $-6\,\%$ and $-7\,\%$ for one terrace type, depending on basis and cutoff, and equally large with the opposite sign for the other. A statistically fourfold mixture restores isotropy; a surface dominated by one type would not.

## Comparison with real devices

Hole mobilities in silicon inversion layers at such densities are roughly 70 to 100 cm²/Vs at room temperature. The value of 49 is on the low side and scales with the chosen $\tau$, so it is no prediction. At fixed $\tau$ a 20 % stronger well field changes it by less than 1 %, so an error of that size in the field matters little; the effect of the triangular shape was not tested. More serious is the lifetime broadening $\hbar/\tau=33$ meV. It exceeds both $k_BT$ and the 13.9 meV spacing of the lowest pairs, so the Boltzmann value is an estimate whose error I have not determined. The isotropy does not share this weakness, since it was derived from linear response and symmetry alone.

The assumptions that scaled devices break most clearly are zero stress and low field. Stress of order 1 GPa is typical of strained p-channel transistors, and in this model it separates the two ⟨110⟩ directions by a factor of roughly five. A drop of 0.7 V over 30 nm gives a mean lateral field of 230 kV/cm, twice the scale found above.

## Recommendation

The claimed factor of 2.05 should be withdrawn. If a direction dependence is measured on nominally unstrained (001) silicon, the analysis should look for what breaks the conditions used here: residual stress, twofold roughness, unequal terraces, high field or quasi-ballistic transport. The bulk mass ratio cannot stand in for any of them. The numerical output lists the main computed values.

## Computed values

```
Luttinger parameters (rough): 4.285 0.339 1.446
spin-orbit splitting (rough): 44 meV
deformation potentials b, d (rough): -2.1 -4.85 eV
compliances s11 s12 s44 (rough): 0.00768 -0.00214 0.01260 1/GPa
dielectric constant, lattice constant: 11.7, 0.543 nm
temperature, kT: 300 K, 25.85 meV
hole density, depletion density: 5.00e+12, 1.60e+12 cm^-2
well field: 0.505 MV/cm
relaxation time: 20 fs
bulk heavy-hole mass [100], [110]: 0.277, 0.569 m
naive mobility ratio [100]/[110] from these: 2.05
collision model, lifetime max/min on contour: 1.218
collision model, sigma_xx/sigma_yy - 1: -1.6e-13
same with roughness lengths 2 and 1 nm: 0.300
toy band drift [110]/[100] - 1, kick 0.01: -4.8e-05
toy band drift [110]/[100] - 1, kick 0.3: -0.0399
lowest level, six-band and Airy: 164.90, 164.90 meV
next two pairs above it: 13.9, 56.4 meV
Fermi level above lowest level: -30.8 meV
subband mass at k=0 [100], [110]: 0.3404, 0.3404 m
apparent mass at k=0.8/nm [100], [110]: 0.837, 1.472 m
mobility [100], [010]: 48.64, 48.64 cm2/Vs
mobility [110], [1-10]: 48.63, 48.64 cm2/Vs
relative splits 100/010 and 110/1-10:
  coarse angles, 50 directions: -4.1e-05, 3.5e-03
  main run, 202 directions: 2.9e-05, -8.7e-05
  larger basis, 182 directions: 2.1e-04, 1.6e-04
convergence shift of mobility: 0.322 %
ballistic conductance [100]: 9.380 mS/um
ballistic conductance [110]: 9.260 mS/um
ballistic ratio [110]/[100], main and larger basis: 0.9872, 0.9853
1 GPa compression on [110], mobility [110]: 121.3 cm2/Vs
1 GPa compression on [110], mobility [1-10]: 25.0 cm2/Vs
one terrace type, split 110/1-10: -6.31 %
other terrace type, split 110/1-10: 6.31 %
mobility change for 20 % higher well field: 0.6 %
lifetime broadening hbar/tau: 32.9 meV
rms hole speed: 1.15e+07 cm/s
mean free path: 2.30 nm
lateral field giving kT per free path: 113 kV/cm
```
